# Pair distribution of an ideal gas with fixed N: 1 − 1/N

## The situation

A melt-and-quench calculation of amorphous germanium can start from 64 atoms placed at random in a cubic periodic cell. Random placement has no preferred distance, so one expects the pair distribution $g(r)$ of such starting cells, averaged over many of them, to be flat at one. It is flat, but at 0.984. More averaging does not move it towards one. The missing 0.016 is $1/64$: an atom in the cell has 63 possible partners, while the usual normalization compares their number with a density that counts 64.

This appendix derives that level and shows how it changes when the atom number fluctuates or the atoms interact. The interacting case matters in practice, because the offset of a stiff melt is much smaller than $1/N$.

## Definition and estimator

Let $N$ point atoms sit in a periodic cell of volume $V$, with mean density $\rho=N/V$. The separation $\mathbf r_{ij}=\mathbf r_j-\mathbf r_i$ is understood modulo the cell vectors. The pair distribution is

$$
g(\mathbf r)=\frac{V}{N^2}\Big\langle\sum_{i\ne j}\delta(\mathbf r-\mathbf r_{ij})\Big\rangle .\tag{1}
$$

The sum runs over ordered pairs, so each distinct pair enters twice, and self pairs are excluded. With this convention $\rho g(\mathbf r)\,d^3r$ is the mean number of atoms in $d^3r$ at separation $\mathbf r$ from a given atom.

For a histogram, let $H_b$ be the number of distinct pairs ($i<j$) found in shell $b$, summed over $M$ snapshots, and let $v_b$ be the shell volume. Integrating (1) over the shell and dividing by $v_b$ gives

$$
g_b=\frac{2H_b}{M}\,\frac{V}{N^2v_b}.\tag{2}
$$

The factor 2 turns distinct pairs into ordered ones. In a cube of edge $L$, equation (2) with the full shell volume holds for $r\le L/2$.

## The ideal gas at fixed N

Place the atoms independently, each with uniform probability density $1/V$. For one ordered pair,

$$
\langle\delta(\mathbf r-\mathbf r_{ij})\rangle=\frac1{V^2}\int_V d^3r_i\int_V d^3r_j\,\delta(\mathbf r-\mathbf r_j+\mathbf r_i).
$$

Whatever the value of $\mathbf r_i$, exactly one position in the periodic cell, $\mathbf r_j=\mathbf r_i+\mathbf r$, satisfies the delta function. The inner integral is therefore 1, the outer one gives $V$, and the average is $1/V$. Periodicity is needed here: in a box with walls, $\mathbf r_i+\mathbf r$ could fall outside.

Each of the $N$ atoms has $N-1$ partners, so there are $N(N-1)$ ordered pairs with the same average. Equation (1) becomes

$$
g(\mathbf r)=\frac{V}{N^2}\,N(N-1)\,\frac1V=1-\frac1N .\tag{3}
$$

The result holds at every separation and for every $N\ge2$. It is not an expansion in $1/N$.

A small case can be enumerated completely. Put four atoms on a ring of five sites, allow double occupancy, and average over all $5^4=625$ arrangements. The pair distribution is $3/4$ at each of the five shifts, as (3) requires.

The number in (3) belongs to the normalization in (1). If one divides by $N(N-1)/V$ instead of $N^2/V$, the ideal gas gives exactly 1. The physical content, $N-1$ partners spread evenly over the cell, is the same.

**Two species.** Let $N_A$ and $N_B$ be the atom numbers, and normalize the partial distributions by $N_A^2$, $N_B^2$ and $N_AN_B$. There are $N_A(N_A-1)$ ordered like pairs of type A. Among the unlike pairs there is no self pair to exclude, so their number is the full product $N_AN_B$. Hence

$$
g_{AA}=1-\frac1{N_A},\qquad g_{AB}=1 .
$$

For two A and two B atoms on the same ring, enumeration gives $1/2$ and 1. In a compound, like and unlike curves of a random starting cell therefore level off at different heights.

## Fixing N is the cause

Now let $N$ vary between snapshots at constant $V$. For each value of $N$ the atoms are again independent and uniform, and (1) is normalized with the mean number $\bar N=\langle N\rangle$. The average number of ordered pairs is $\langle N(N-1)\rangle$, each contributing $1/V$, so

$$
g=\frac{\langle N^2\rangle-\bar N}{\bar N^2}
=1+\frac{\operatorname{Var}N-\bar N}{\bar N^2},\tag{4}
$$

where $\langle N^2\rangle=\bar N^2+\operatorname{Var}N$ was used.

At fixed $N$ the variance is zero and (4) returns $1-1/N$. In an ideal gas that exchanges atoms with a large reservoir, $N$ follows the Poisson distribution, for which $\operatorname{Var}N=\bar N$. Then $g=1$, however small the cell. The finite size of the cell is thus not sufficient to produce the deficit; the suppressed number fluctuation produces it. A distribution broader than Poisson puts $g$ above one.

A mean of four atoms makes the effect large. Sampling in three dimensions gave:

| Atom number | Variance | Sampled $g$ | Equation (4) |
|---|---|---|---|
| fixed at 4 | 0 | 0.7507 ± 0.0015 | 0.7500 |
| Poisson | 4 | 1.004 ± 0.006 | 1.000 |
| uniform on 0 to 8 | 20/3 | 1.168 ± 0.006 | 1.167 |

Errors here and below are one standard error.

## Interacting atoms: the offset is S₀/N

Integrate (1) over the whole cell. Each delta function gives 1, so $\int_V g\,d^3r=(V/N^2)N(N-1)=V(1-1/N)$. Subtracting $\int_V d^3r=V$ and multiplying by $\rho=N/V$,

$$
\rho\int_V[g(\mathbf r)-1]\,d^3r=-1 .\tag{5}
$$

No property of the forces was used, so (5) holds for any system with fixed $N$. The ideal gas spreads the $-1$ evenly over the cell. Repulsive atoms already remove neighbours at short range, which leaves less to be removed far away.

To find how much is left, consider an equilibrium fluid whose correlations die out over a distance small compared with the cell. First take a large open system. The argument leading to (5), with $\langle N(N-1)\rangle$ ordered pairs, gives

$$
\rho\int(g_{\rm open}-1)\,d^3r=\frac{\langle N(N-1)\rangle-\bar N^2}{\bar N}=S_0-1,\qquad S_0=\frac{\operatorname{Var}N}{\bar N}.\tag{6}
$$

Statistical mechanics gives $\operatorname{Var}N=k_BT\,(\partial\bar N/\partial\mu)_{T,V}$, with $\mu$ the chemical potential. At constant temperature $dP=\rho\,d\mu$, hence $\partial\rho/\partial\mu=\rho\,\partial\rho/\partial P=\rho^2\kappa_T$, where $\kappa_T=\rho^{-1}\partial\rho/\partial P$ is the isothermal compressibility. So $\operatorname{Var}N=k_BT\,V\rho^2\kappa_T$, and dividing by $\bar N=\rho V$,

$$
S_0=\rho k_BT\kappa_T .\tag{7}
$$

Now fix $N$. Near an atom, $g$ is that of the open system apart from changes of order $1/N$. Integrated over the correlated region, whose volume does not grow with the cell, these changes contribute only at order $1/N$. Far from the atom nothing distinguishes one separation from another, so $g-1$ is a constant $c$. To leading order the constant contributes $\rho cV=Nc$, and (5) reads

$$
(S_0-1)+Nc=-1\quad\Longrightarrow\quad c=-\frac{S_0}N,\qquad g_{\rm far}\simeq1-\frac{S_0}{N}.\tag{8}
$$

The neglected terms change $c$ at order $1/N^2$. For the ideal gas $P=\rho k_BT$, so $\kappa_T=1/(\rho k_BT)$, $S_0=1$, and (3) is recovered. A small $S_0$ puts the distant level close to one even at fixed $N$, provided the correlations still die out within the cell. Low compressibility alone does not ensure this: in a small ring of nearly close-packed hard rods, $S_0$ is tiny, but $g$ oscillates strongly all the way round and has no distant level.

### A solvable check

Hard rods of length $a$ on a ring of length $\ell$ test (8). Remove the rod lengths from the ring: a free length $F=\ell-Na$ remains. Measured from one rod, the other $N-1$ are independent uniform points on $F$, taken in order. The $k$-th neighbour is at $r=x+ka$, where $x$ is the $k$-th of these ordered points. For this, $k-1$ points must lie below $x$ and $N-k-1$ above it, which has the density

$$
p_k(r)=\frac{(N-1)!}{(k-1)!\,(N-k-1)!}\,\frac{x^{k-1}(F-x)^{N-k-1}}{F^{N-1}},\qquad 0<x<F .
$$

The pair distribution is $g(r)=(\ell/N)\sum_{k=1}^{N-1}p_k(r)$. For $N=16$ and $\rho a=0.5$, its integral obeys the one-dimensional form of (5), with the value $-1.000000$. It predicts 0.6202 rods within $2a$ on one side of a given rod; sampling the ordered points on $F$ gave 0.6216. This tests the formula for $p_k$, but not the removal of the rod lengths, which both numbers share.

The pressure of this fluid is $P=\rho k_BT/(1-\rho a)$. Its derivative is $\partial P/\partial\rho=k_BT/(1-\rho a)^2$, so $S_0=k_BT\,\partial\rho/\partial P=(1-\rho a)^2=0.25$. Equation (8) then predicts that $N(1-g)$ on the far side of the ring tends to 0.25. The values are 0.2538, 0.2510 and 0.2502 for $N=16$, 64 and 256. Their distance from 0.25 falls about fourfold each time $N$ grows fourfold, as expected for a correction to $g$ of order $1/N^2$.

## Worked example: 64 germanium atoms

Take $N=64$ and a rough melt-like density of 45 nm⁻³. Then

$$
V=\frac{64}{45}=1.422\ \text{nm}^3,\qquad L=V^{1/3}=1.125\ \text{nm},\qquad \frac L2=0.562\ \text{nm}.
$$

Equation (3) gives $g=63/64=0.9844$. Over 8000 random cells, the sampled mean for $r<L/2$ is $0.98415\pm0.00023$. This is one standard error from the formula and nearly 70 from unity. All ten shells inside $L/2$ agree with the same level within two standard errors. The innermost shell alone, at $0.988\pm0.011$, could not tell the level from one, because it contains few pairs.

For 216 and 512 atoms the ideal-gas level is 0.9954 and 0.9980.

### How many snapshots reveal the offset

Given $\mathbf r_i$, the positions of atoms $j$ and $k$ are independent and uniform, so $\mathbf r_{ij}$ and $\mathbf r_{ik}$ are independent too. Pairs without a common atom are independent at once. The count in a shell is a sum over $N_p=N(N-1)/2$ pairs, each inside with probability $p=v_b/V$. Since the variance of a sum needs only pairwise independence, it is $N_pp(1-p)$ per snapshot. The relative standard error after $M$ independent snapshots is $\sqrt{(1-p)/(pN_pM)}$. Multiplying by $g=(N-1)/N$ and setting the result equal to $1/N$,

$$
M=\frac{(N-1)^2(1-p)}{pN_p}=\frac{2(N-1)}{N}\,\frac{1-p}{p}.
$$

For the shell from 0.49 to 0.51 nm the mean count is 89.08 of 2016 pairs, so $p=0.0442$ and $M=1.969\times0.9558/0.0442\approx43$. The sampled count variance, 83.9, agrees with the binomial 85.1. To make the offset three standard errors takes nine times as many snapshots, about 380. These numbers apply to independent random cells; successive frames of a molecular-dynamics run are correlated and count for less.

### From the random cell to real germanium

Random placement ignores the size of the atoms. The expected number of pairs closer than 0.20 nm is $2016\times(4\pi/3)(0.20)^3/1.422=47.5$ per cell, whereas neighbours in solid germanium are roughly 0.25 nm apart. The neglect of repulsion is therefore the assumption that fails first, and repulsion changes the offset strongly. With a rough melt temperature of 1250 K and a rough bulk modulus $1/\kappa_T$ of 40 GPa, equation (7) gives

$$
S_0=\frac{(4.5\times10^{28}\,\text{m}^{-3})(1.381\times10^{-23}\,\text{J/K})(1250\,\text{K})}{4.0\times10^{10}\,\text{Pa}}\approx0.019 .
$$

The distant offset becomes $0.019/64\approx3\times10^{-4}$, about fifty times smaller than the ideal-gas 0.0156, and the level is 0.9997. This is an estimate from (7) and (8), not a simulation of the melt. The 40 GPa is close to the adiabatic modulus obtained from the sound speed; the isothermal modulus that (7) requires is lower, roughly 30 to 35 GPa, which would give $S_0\approx0.023$ to $0.025$ and a reduction by about forty instead of fifty. It also assumes that correlations have died out within the cell. With $L/2=0.56$ nm, little more than two neighbour distances, that is not to be expected for 64 atoms. In a Percus–Yevick hard-sphere fluid with the same density and $S_0$ (diameter 0.27 nm), $|g-1|$ still reaches about 0.4 just inside 0.56 nm and stays below $3\times10^{-4}$ only beyond about 2.8 nm. Germanium is not a hard-sphere liquid, but oscillations of anything like this size leave no plateau to read off, so 0.9997 indicates only how small the offset is. Quantum exchange is negligible: the thermal wavelength $\lambda$ is 0.0058 nm and $\rho\lambda^3\approx9\times10^{-6}$.

In a quenched glass the density fluctuations are frozen in. The sum rule (5) still holds, but (7) assumes equilibrium, so $S_0$ must not be computed from the compressibility of the glass at its temperature of use.

## Consequences for implementation

**Do not rescale a melt to the ideal-gas level.** Dividing by $N(N-1)$ instead of $N^2$ multiplies $g$ by $N/(N-1)$. This brings the random cell to one, but it would raise the estimated melt level from 0.9997 to $0.9997\times64/63\approx1.016$. With the convention (1), $\rho\int g\,d^3r$ gives the mean number of neighbours directly. With the other convention, the prefactor must be $(N-1)/V$.

**Integrals feel the offset at full strength.** A deviation of order $1/N$, integrated over a volume containing of order $N$ atoms, contributes a number of order one. The sphere $r<L/2$ has volume $(4\pi/3)(L/2)^3=\pi V/6$. If the correlations fit inside it, (6) and (8) give, to leading order,

$$
1+\rho\int_{r<L/2}(g-1)\,d^3r\simeq1+(S_0-1)-\frac{S_0}{N}\,\frac{N\pi}{6}
=S_0\Big(1-\frac\pi6\Big).\tag{9}
$$

Taken as an estimate of $S_0$, the left side of (9) is too small by a fraction $\pi/6\approx52\%$ of $S_0$, and a larger cell of the same shape does not cure this. Under the stated condition, dividing the whole left side, including the 1, by $1-\pi/6$ does, to leading order. For a dense melt that condition is demanding: in the hard-sphere model above, the truncated integral swings between about $-1.8$ and $0.4$ for cutoffs just inside $L/2$ of a 64-atom cell, and still between about $-0.15$ and $0.23$ for 4096 atoms, while $S_0\approx0.02$. For the ideal gas (9) is exact and equals 0.476, where the open system has 1; the random germanium cells gave 0.469. If the integral is extended to the whole cell, the left side becomes $1-1=0$, by (5).

**The constant offset drops out of the structure factor at allowed nonzero wavevectors.** Let $S(\mathbf k)=N^{-1}\langle|\sum_j e^{i\mathbf k\cdot\mathbf r_j}|^2\rangle$. The $N$ terms with equal indices contribute 1. For the others, (1) gives

$$
S(\mathbf k)=1+\rho\int_V g(\mathbf r)\,e^{i\mathbf k\cdot\mathbf r}\,d^3r .
$$

A constant in $g$ integrates to zero when $\mathbf k\neq0$ fits the cell, so the ideal gas has $S(\mathbf k)=1$ there. In an interacting fluid, fixing $N$ also changes $g$ near an atom at order $1/N$, and $S(\mathbf k)$ can keep a correction of that order. At $k=2\pi/L$ the random cells gave $0.985\pm0.011$, which is 1.4 standard errors below one.

**A drop beyond L/2 has another origin.** There the cube no longer contains the whole spherical shell. Each of the six faces, at distance $L/2$ from the centre, cuts off a cap holding a fraction $\tfrac12[1-L/(2r)]$ of the sphere's surface. Up to $r=L/\sqrt2$, where the sphere reaches the cube edges, the caps do not overlap, and the fraction left is

$$
1-6\cdot\frac12\Big(1-\frac{L}{2r}\Big)=\frac{3L}{2r}-2 .
$$

If (2) is used with the full shell volume, $g$ is multiplied by the shell average of this factor. Between 0.562 and 0.787 nm the predicted ideal-gas value is 0.4696, and the sampled one is 0.4697. This loss does not shrink with $N$ at fixed $r/L$. It is removed by using the part of the shell volume that lies inside the cell, after which the level $1-1/N$ returns.

The sampled values for all shells are listed in the numerical output.

## Calculated quantities

```
Ring, 5 sites, 4 atoms, g at each shift: 3/4 3/4 3/4 3/4 3/4
Same ring, 2 A + 2 B: g_AA = 1/2  g_AB = 1
Ge cell: N = 64, density = 45.0 nm^-3
Cell volume = 1.4222 nm^3, edge L = 1.1246 nm, L/2 = 0.5623 nm
Ideal-gas baseline for N = 64: 0.984375
Ideal-gas baseline for N = 216: 0.995370
Ideal-gas baseline for N = 512: 0.998047
Snapshots sampled: 8000, distinct pairs in each: 2016
r = 0.000-0.056 nm: g = 0.9879 +/- 0.0107
r = 0.056-0.112 nm: g = 0.9832 +/- 0.0040
r = 0.112-0.169 nm: g = 0.9826 +/- 0.0024
r = 0.169-0.225 nm: g = 0.9844 +/- 0.0017
r = 0.225-0.281 nm: g = 0.9852 +/- 0.0013
r = 0.281-0.337 nm: g = 0.9854 +/- 0.0011
r = 0.337-0.394 nm: g = 0.9844 +/- 0.0009
r = 0.394-0.450 nm: g = 0.9842 +/- 0.0008
r = 0.450-0.506 nm: g = 0.9832 +/- 0.0007
r = 0.506-0.562 nm: g = 0.9842 +/- 0.0006
Mean g for r < L/2: 0.98415 +/- 0.00023 (formula 0.98438)
1 + rho*integral(g-1) to L/2: sampled 0.469, formula 0.476
S(k) at k = 2 pi/L: 0.985 +/- 0.011
Uncorrected g for r = 0.562-0.787 nm: sampled 0.4697, formula 0.4696
Shell 0.49-0.51 nm: mean pairs per snapshot = 89.08
Shell count variance: sampled 83.9, binomial 85.1
Independent snapshots for standard error 1/N: 42.6
Mean N = 4, fixed: g = 0.7507 +/- 0.0015, formula 0.7500
Mean N = 4, Poisson: g = 1.0038 +/- 0.0056, formula 1.0000
Mean N = 4, uniform 0-8: g = 1.1676 +/- 0.0062, formula 1.1667
Hard rods, packing 0.5, N = 16: rho*integral(g-1) = -1.000000
Rods within 2a on one side: sampled 0.6216, formula 0.6202
Rod S0 from the pressure: 0.25000
Rods N = 16: N*(1 - g(half ring)) = 0.25383
Rods N = 64: N*(1 - g(half ring)) = 0.25097
Rods N = 256: N*(1 - g(half ring)) = 0.25024
Random cell, pairs closer than 0.20 nm: 47.5 (sampled 47.5)
Rough melt inputs: T = 1250 K, bulk modulus = 40 GPa
Melt S0 = 0.0194, tail offset S0/N = 3.03e-04
Melt distant level = 0.99970, ideal offset 1/N = 0.015625
Ge thermal wavelength = 0.00579 nm, rho*lambda^3 = 8.8e-06
```
